# Screening the Ionic Plasma Mode into Sound: The Bohm-Staver Speed: a numerical check

```python
"""
Bohm-Staver sound in a simple metal.

Result under test: ions of charge Z e and mass M in a free-electron gas have
  omega(q) = Omega_p * q / sqrt(q^2 + k_TF^2),
which at small q is sound of speed c = v_F * sqrt(Z m / (3 M)).

Symbols: n electron density, k_F, E_F, v_F Fermi wavenumber, energy, velocity;
Omega_p ion plasma frequency with rigid electrons; k_TF Thomas-Fermi screening
wavenumber; U potential energy of an electron; dilation = divergence of the
ion displacement. The formulas are evaluated in SI units; the numerical
experiments run in Hartree atomic units and are converted for comparison.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from pyscf.dft import libxc

BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE = sc.physical_constants["Hartree energy"][0]
VELOCITY_UNIT = sc.hbar / (sc.m_e * BOHR)
FREQUENCY_UNIT = HARTREE / sc.hbar
XC = "lda,vwn"
STRAIN = 3e-4      # amplitude of the dilation in the numerical experiment
POINTS = 32        # grid points per wavelength


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


def derived_formulas(valence, mass_u, lattice, ions_per_cell):
    """All derived quantities in SI units."""
    r = {"Z": valence, "mass_u": mass_u, "lattice": lattice}
    r["n_ion"] = ions_per_cell / lattice**3
    r["n"] = valence * r["n_ion"]
    r["M"] = mass_u * sc.atomic_mass
    r["k_F"] = (3 * np.pi**2 * r["n"]) ** (1 / 3)
    r["v_F"] = sc.hbar * r["k_F"] / sc.m_e
    r["E_F"] = 0.5 * sc.m_e * r["v_F"] ** 2
    states = 3 * r["n"] / (2 * r["E_F"])
    r["k_TF"] = np.sqrt(sc.e**2 * states / sc.epsilon_0)
    r["Omega_p"] = np.sqrt(r["n"] * valence * sc.e**2 / (sc.epsilon_0 * r["M"]))
    r["ratio"] = np.sqrt(valence * sc.m_e / (3 * r["M"]))
    r["c"] = r["v_F"] * r["ratio"]
    return r


def kinetic_level(n):
    """Local Fermi energy of free electrons."""
    return 0.5 * (3 * np.pi**2 * n) ** (2 / 3)


def level_with_xc(n):
    """Local chemical potential with exchange and correlation."""
    return kinetic_level(n) + np.ravel(libxc.eval_xc(XC, n, deriv=1)[1][0])


def displaced_ion_fluid(n0, valence, mass, q, local_level=None):
    """Displace the ion fluid by a sine wave, let the electrons settle, and
    measure the electric force on the ions. Without local_level the electrons
    stay uniform. Returns the frequency and U per unit dilation."""
    x = np.arange(POINTS) * 2 * np.pi / (q * POINTS)
    home = x.copy()                      # undisplaced place of the ion now at x
    for _ in range(15):
        home = x - STRAIN / q * np.sin(q * home)
    displacement = STRAIN / q * np.sin(q * home)
    dilation = STRAIN * np.cos(q * home)
    ion_charge = n0 / (1 + dilation)

    wave = q * np.fft.fftfreq(POINTS, 1 / POINTS)
    kernel = np.zeros(POINTS)
    kernel[1:] = 4 * np.pi / wave[1:] ** 2
    spectrum = np.fft.fft(np.eye(POINTS), axis=0)
    poisson = np.fft.ifft(kernel[:, None] * spectrum, axis=0).real

    n = np.full(POINTS, n0)
    if local_level is not None:
        level = local_level(n)[0]
        for _ in range(12):              # Newton iteration, fully nonlinear
            h = 1e-4 * n
            slope = (local_level(n + h) - local_level(n - h)) / (2 * h)
            imbalance = local_level(n) - poisson @ (ion_charge - n) - level
            residual = np.append(imbalance, np.mean(ion_charge - n) / n0)
            jacobian = np.zeros((POINTS + 1, POINTS + 1))
            jacobian[:-1, :-1] = n0 * (np.diag(slope) + poisson)
            jacobian[:-1, -1] = -1
            jacobian[-1, :-1] = -1 / POINTS
            change = np.linalg.solve(jacobian, -residual)
            n = n + n0 * change[:-1]
            level = level + change[-1]
        assert np.max(np.abs(change)) < 1e-9

    potential = poisson @ (ion_charge - n)
    field = -np.fft.ifft(1j * wave * np.fft.fft(potential)).real
    stiffness = -valence * np.sum(field * displacement) / np.sum(displacement**2)
    vertex = -np.sum(potential * dilation) / np.sum(dilation**2)
    return np.sqrt(stiffness / mass), vertex


def sound_from_compression(n0, valence, mass, functional=None):
    """Sound speed from the numerical second derivative of the energy per
    electron with respect to the volume per electron."""
    def energy(volume):
        n = 1 / volume
        total = 0.3 * (3 * np.pi**2 * n) ** (2 / 3)
        if functional:
            total += np.ravel(libxc.eval_xc(functional, np.array([n]))[0])[0]
        return total
    v = 1 / n0
    h = 2e-3 * v
    curvature = (energy(v + h) - 2 * energy(v) + energy(v - h)) / h**2
    return np.sqrt(valence * v**2 * curvature / mass)


def static_response(q):
    """Perturbation sum over the Fermi sphere for a static wave (q in units
    of k_F), divided by the density of states at the Fermi level."""
    integral = quad(lambda k: 1 - k**2, -1, 1, weight="cauchy", wvar=-q / 2)[0]
    return integral / (2 * q)


# Average of mu/(mu - s) over the Fermi surface, s = omega/(q v_F). The path
# from -1 to 1 runs below s, which continues the average to damped waves.
nodes, weights = np.polynomial.legendre.leggauss(80)
angle = 0.5 * np.pi * (nodes + 1)
path = -np.exp(1j * angle)
path_step = -0.5j * np.pi * weights * np.exp(1j * angle)


def moving_response(s):
    return 0.5 * np.sum(path_step * path / (path - s))


def kinetic_wave(static_ratio):
    """Complex omega/(q v_F) at small q with the full kinetic response."""
    s = complex(static_ratio)
    for _ in range(80):
        s = static_ratio / np.sqrt(moving_response(s))
    assert abs(s - static_ratio / np.sqrt(moving_response(s))) < 1e-12
    return s


# The continued average equals the plain real-axis average for a growing wave.
growing = 0.3 + 0.2j
plain_average = 0.5 * np.sum(weights * nodes / (nodes - growing))
assert abs(moving_response(growing) - plain_average) < 1e-9

# Free-electron response reaches the density of states at long wavelength.
assert abs(static_response(0.1) - 1) < 1e-3
assert abs(static_response(0.01) - 1) < 1e-5

# Inputs: valence, atomic mass (u), lattice constant (m), ions per cubic cell.
# Masses and lattice constants are rounded measured values.
inputs = {"Na": (1, 22.99, 4.29e-10, 2), "Al": (3, 26.98, 4.05e-10, 4)}
fractions = (0.01, 0.1, 0.3, 1.0)        # q / k_TF
metals = {}
for name, data in inputs.items():
    r = derived_formulas(*data)
    n0, mass, k_TF = r["n"] * BOHR**3, r["M"] / sc.m_e, r["k_TF"] * BOHR
    assert close(r["Omega_p"] / r["k_TF"], r["c"], 1e-12)
    r["table"] = []
    for f in fractions:
        rigid, bare = displaced_ion_fluid(n0, r["Z"], mass, f * k_TF)
        soft, screened = displaced_ion_fluid(n0, r["Z"], mass, f * k_TF,
                                             kinetic_level)
        rigid, soft = rigid * FREQUENCY_UNIT, soft * FREQUENCY_UNIT
        formula = f / np.sqrt(1 + f**2)
        assert close(rigid, r["Omega_p"], 1e-5)
        assert close(soft, r["Omega_p"] * formula, 1e-5)
        assert close(bare / screened, 1 + 1 / f**2, 1e-5)
        assert close(screened * HARTREE, 2 / 3 * r["E_F"] / (1 + f**2), 1e-5)
        r["table"].append((f, rigid / r["Omega_p"], soft / r["Omega_p"],
                           formula, bare / screened))
        if f == fractions[0]:
            r["c_force"] = soft / (f * r["k_TF"])
            r["vertex"] = screened * HARTREE
    assert close(r["c_force"], r["c"], 1e-4)

    r["c_energy"] = sound_from_compression(n0, r["Z"], mass) * VELOCITY_UNIT
    assert close(r["c_energy"], r["c"], 1e-5)

    q = fractions[0] * k_TF
    omega_xc = displaced_ion_fluid(n0, r["Z"], mass, q, level_with_xc)[0]
    r["c_xc"] = sound_from_compression(n0, r["Z"], mass, XC) * VELOCITY_UNIT
    assert close(omega_xc / q * VELOCITY_UNIT, r["c_xc"], 2e-4)
    assert r["c_xc"] < 0.9 * r["c"]

    s = kinetic_wave(r["ratio"])
    r["shift"] = s.real / r["ratio"] - 1
    r["damping"] = -s.imag / s.real
    assert abs(r["shift"]) < 3 * r["ratio"] ** 2
    assert close(r["damping"], np.pi * r["ratio"] / 4, 1e-3)
    metals[name] = r

# A fictitious light ion, for which static screening must fail visibly.
light_mass = 10
light_ratio = np.sqrt(1 / (3 * light_mass))
light = kinetic_wave(light_ratio)
light_shift = light.real / light_ratio - 1
light_damping = -light.imag / light.real
assert abs(light_shift) > 0.01 and light_damping > 0.1


def show(label, unit, key, scale, form):
    cells = [f"{name} {r[key] / scale:{form}}" for name, r in metals.items()]
    print(f"{label} [{unit}]: " + ", ".join(cells))


for r in metals.values():
    r["mass_ratio"] = r["M"] / sc.m_e
    r["quantum"] = sc.hbar * r["Omega_p"]
    r["length"] = 1 / r["k_TF"]
    r["vertex_formula"] = 2 / 3 * r["E_F"]
    r["xc_factor"] = r["c_xc"] / r["c"]

show("valence Z", "1", "Z", 1, "d" if False else ".0f")
show("atomic mass, input", "u", "mass_u", 1, ".2f")
show("lattice constant, input", "nm", "lattice", 1e-9, ".3f")
show("ion density", "1e28 m^-3", "n_ion", 1e28, ".3f")
show("electron density n", "1e28 m^-3", "n", 1e28, ".3f")
show("Fermi wavenumber k_F", "nm^-1", "k_F", 1e9, ".3f")
show("Fermi energy E_F", "eV", "E_F", sc.e, ".3f")
show("Fermi velocity v_F", "km/s", "v_F", 1e3, ".1f")
show("mass ratio M/m", "1", "mass_ratio", 1, ".0f")
show("ion plasma frequency Omega_p", "1e13 rad/s", "Omega_p", 1e13, ".3f")
show("hbar Omega_p", "meV", "quantum", 1e-3 * sc.e, ".2f")
show("screening wavenumber k_TF", "nm^-1", "k_TF", 1e9, ".3f")
show("screening length 1/k_TF", "nm", "length", 1e-9, ".4f")
show("sqrt(Z m/3M) = c/v_F", "1e-3", "ratio", 1e-3, ".4f")
show("Bohm-Staver speed c", "km/s", "c", 1e3, ".3f")
show("speed from computed force, q=0.01 k_TF", "km/s", "c_force", 1e3, ".3f")
show("speed from compression energy", "km/s", "c_energy", 1e3, ".3f")
show("speed with LDA exchange-correlation", "km/s", "c_xc", 1e3, ".3f")
show("LDA speed / Bohm-Staver speed", "1", "xc_factor", 1, ".3f")
show("screened vertex (2/3)E_F", "eV", "vertex_formula", sc.e, ".3f")
show("computed vertex, q=0.01 k_TF", "eV", "vertex", sc.e, ".3f")
show("kinetic shift of speed", "1e-6", "shift", 1e-6, ".1f")
show("damping ratio -Im/Re omega", "1e-3", "damping", 1e-3, ".3f")

na, al = metals["Na"], metals["Al"]
mass_factor = al["ratio"] / na["ratio"]
print(f"Al/Na ratio of v_F [1]: {al['v_F'] / na['v_F']:.3f}")
print(f"Al/Na ratio of sqrt(Z/M) [1]: {mass_factor:.3f}")
print(f"Al/Na ratio of c [1]: {al['c'] / na['c']:.3f}")
print("Na, frequencies in units of Omega_p, wavenumbers in units of k_TF:")
for f, rigid, soft, formula, reduction in na["table"]:
    print(f"q {f:.2f}: rigid {rigid:.5f}, screened {soft:.5f}, "
          f"formula {formula:.5f}, bare/screened vertex {reduction:.2f}")
for q in (0.1, 1.0):
    print(f"static response / N_F at q = {q} k_F [1]: {static_response(q):.5f}")
print(f"fictitious ion, Z = 1, M/m [1]: {light_mass}")
print(f"its kinetic shift of speed [%]: {100 * light_shift:.2f}")
print(f"its damping ratio -Im/Re omega [1]: {light_damping:.3f}")
print("all tests passed")
```

Output:

```
valence Z [1]: Na 1, Al 3
atomic mass, input [u]: Na 22.99, Al 26.98
lattice constant, input [nm]: Na 0.429, Al 0.405
ion density [1e28 m^-3]: Na 2.533, Al 6.021
electron density n [1e28 m^-3]: Na 2.533, Al 18.064
Fermi wavenumber k_F [nm^-1]: Na 9.086, Al 17.488
Fermi energy E_F [eV]: Na 3.145, Al 11.652
Fermi velocity v_F [km/s]: Na 1051.8, Al 2024.6
mass ratio M/m [1]: Na 41908, Al 49182
ion plasma frequency Omega_p [1e13 rad/s]: Na 4.386, Al 18.727
hbar Omega_p [meV]: Na 28.87, Al 123.26
screening wavenumber k_TF [nm^-1]: Na 14.785, Al 20.513
screening length 1/k_TF [nm]: Na 0.0676, Al 0.0487
sqrt(Z m/3M) = c/v_F [1e-3]: Na 2.8203, Al 4.5092
Bohm-Staver speed c [km/s]: Na 2.966, Al 9.129
speed from computed force, q=0.01 k_TF [km/s]: Na 2.966, Al 9.129
speed from compression energy [km/s]: Na 2.966, Al 9.129
speed with LDA exchange-correlation [km/s]: Na 1.503, Al 7.249
LDA speed / Bohm-Staver speed [1]: Na 0.507, Al 0.794
screened vertex (2/3)E_F [eV]: Na 2.097, Al 7.768
computed vertex, q=0.01 k_TF [eV]: Na 2.097, Al 7.767
kinetic shift of speed [1e-6]: Na -8.3, Al -21.2
damping ratio -Im/Re omega [1e-3]: Na 2.215, Al 3.541
Al/Na ratio of v_F [1]: 1.925
Al/Na ratio of sqrt(Z/M) [1]: 1.599
Al/Na ratio of c [1]: 3.077
Na, frequencies in units of Omega_p, wavenumbers in units of k_TF:
q 0.01: rigid 1.00000, screened 0.01000, formula 0.01000, bare/screened vertex 10001.00
q 0.10: rigid 1.00000, screened 0.09950, formula 0.09950, bare/screened vertex 101.00
q 0.30: rigid 1.00000, screened 0.28735, formula 0.28735, bare/screened vertex 12.11
q 1.00: rigid 1.00000, screened 0.70711, formula 0.70711, bare/screened vertex 2.00
static response / N_F at q = 0.1 k_F [1]: 0.99917
static response / N_F at q = 1.0 k_F [1]: 0.91198
fictitious ion, Z = 1, M/m [1]: 10
its kinetic shift of speed [%]: -3.24
its damping ratio -Im/Re omega [1]: 0.139
all tests passed
```
